# Spin scaling of local-density exchange and its dependence on polarization: a program that tests the result

```python
# Result under test (hartree atomic units, collinear spins):
#   spin scaling  E_x[n_up,n_dn] = E_x[2 n_up]/2 + E_x[2 n_dn]/2
#   turns LDA exchange, -C * integral of n^(4/3), into the same integral with
#   the extra factor F(zeta) = ((1+zeta)^(4/3) + (1-zeta)^(4/3))/2,
#   so F(1)/F(0) = 2^(1/3) at equal total density.
# Symbols: n total density, zeta = (n_up-n_dn)/n, C = (3/4)(3/pi)^(1/3),
#   r_s radius of the sphere holding one electron, k Fermi wavevector.
from functools import reduce
from itertools import permutations
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
C = 0.75 * (3 / np.pi) ** (1 / 3)


def spin_factor(zeta):
    return ((1 + zeta) ** (4 / 3) + (1 - zeta) ** (4 / 3)) / 2


# --- Spin scaling, from explicit antisymmetric wavefunctions on a lattice ---
def exchange_from_wavefunction(orbitals_up, orbitals_dn, w):
    """Interaction expectation value minus Hartree energy, and the density."""
    sites = len(w)
    empty = np.zeros(sites)
    spin_orbitals = [np.concatenate([o, empty]) for o in orbitals_up]
    spin_orbitals += [np.concatenate([empty, o]) for o in orbitals_dn]
    count = len(spin_orbitals)
    psi = np.zeros((2 * sites,) * count)
    for perm in permutations(range(count)):
        sign = round(np.linalg.det(np.eye(count)[list(perm)]))
        psi += sign * reduce(np.multiply.outer,
                             [spin_orbitals[p] for p in perm])
    probability = psi ** 2 / np.sum(psi ** 2)
    pair = probability.sum(axis=tuple(range(2, count)))
    pair = pair.reshape(2, sites, 2, sites).sum(axis=(0, 2))
    density = count * pair.sum(axis=1)
    interaction = count * (count - 1) / 2 * np.sum(pair * w)
    return interaction - 0.5 * density @ w @ density, density


position = np.arange(4)
w_lattice = 1 / np.sqrt(1 + (position[:, None] - position[None, :]) ** 2)
hopping = -0.5 * (np.eye(4, k=1) + np.eye(4, k=-1))
orb_up = np.linalg.eigh(hopping + np.diag([0.0, -0.4, 0.1, 0.3]))[1].T[:2]
orb_dn = np.linalg.eigh(hopping + np.diag([0.2, 0.0, -0.3, 0.1]))[1].T[:1]
ex_open, dens_open = exchange_from_wavefunction(orb_up, orb_dn, w_lattice)
ex_2up, dens_2up = exchange_from_wavefunction(orb_up, orb_up, w_lattice)
ex_2dn, dens_2dn = exchange_from_wavefunction(orb_dn, orb_dn, w_lattice)
assert np.allclose(dens_open, (dens_2up + dens_2dn) / 2, atol=1e-12)
assert abs(ex_open - (ex_2up + ex_2dn) / 2) < 1e-11

print("Lattice test of spin scaling (2 up, 1 down electron, model units)")
print(f"  E_x[n_up,n_dn] from wavefunction = {ex_open:.6f}")
print(f"  E_x[2n_up] = {ex_2up:.6f}, E_x[2n_dn] = {ex_2dn:.6f}")
print(f"  half the sum = {(ex_2up + ex_2dn) / 2:.6f}")

# --- Uniform gas: quadrature of the squared plane-wave density matrix ---
nodes, weights = np.polynomial.legendre.leggauss(10)
U_MAX = 600
u = (np.arange(U_MAX)[:, None] + (nodes + 1) / 2).ravel()
du = np.tile(weights / 2, U_MAX)


def gas_exchange_one_spin(spin_density):
    """Exchange energy per volume of one spin species."""
    if spin_density == 0:
        return 0.0
    k = (6 * np.pi ** 2 * spin_density) ** (1 / 3)
    rho = (np.sin(k * u) - k * u * np.cos(k * u)) / (2 * np.pi ** 2 * u ** 3)
    inside = 4 * np.pi * np.sum(du * u * rho ** 2)
    # beyond U_MAX the squared cosine is replaced by its mean, 1/2
    tail = k ** 2 / (4 * np.pi ** 3 * U_MAX ** 2)
    return -0.5 * (inside + tail)


def gas_exchange_per_electron(n, zeta):
    return (gas_exchange_one_spin(n * (1 + zeta) / 2)
            + gas_exchange_one_spin(n * (1 - zeta) / 2)) / n


r_s = 2.0
n_gas = 3 / (4 * np.pi * r_s ** 3)
k_unpol = (3 * np.pi ** 2 * n_gas) ** (1 / 3)
k_pol = (6 * np.pi ** 2 * n_gas) ** (1 / 3)
lda_per_electron = -C * n_gas ** (1 / 3)
print(f"Uniform gas: r_s = {r_s:.1f} bohr, n = {n_gas:.6f} bohr^-3")
print(f"  C = {C:.6f} hartree bohr")
print(f"  k unpolarized = {k_unpol:.5f}, polarized = {k_pol:.5f} bohr^-1")
print("  zeta, F formula, e_x formula, e_x quadrature (hartree/electron)")
direct = []
for zeta in (0.0, 0.25, 0.5, 0.75, 1.0):
    e_direct = gas_exchange_per_electron(n_gas, zeta)
    e_formula = lda_per_electron * spin_factor(zeta)
    assert abs(e_direct / e_formula - 1) < 1e-6
    direct.append(e_direct)
    print(f"  {zeta:.2f}  {spin_factor(zeta):.5f}  "
          f"{e_formula:.5f}  {e_direct:.5f}")
assert np.all(np.diff(direct) < 0)  # exchange deepens with polarization
ratio = direct[-1] / direct[0]
assert abs(ratio - 2 ** (1 / 3)) < 1e-6
# per electron, both gases obey -3k/(4 pi) with their own k
assert abs(direct[0] + 3 * k_unpol / (4 * np.pi)) < 1e-6
assert abs(direct[-1] + 3 * k_pol / (4 * np.pi)) < 1e-6
print(f"  ratio polarized/unpolarized, quadrature = {ratio:.5f}")
print(f"  2^(1/3) = {2 ** (1 / 3):.5f}")
print(f"  e_x unpolarized = {direct[0] * HARTREE_EV:.3f} eV/electron")
print(f"  e_x polarized   = {direct[-1] * HARTREE_EV:.3f} eV/electron")
print(f"  gain on polarizing = "
      f"{(direct[0] - direct[-1]) * HARTREE_EV:.3f} eV/electron")

small = 0.2
curvature = (gas_exchange_per_electron(n_gas, small) / direct[0] - 1) / small ** 2
assert abs(curvature - 2 / 9) < 2e-3  # remainder is of order small**2
print(f"  (F-1)/zeta^2 at zeta = {small}, quadrature = {curvature:.4f}")
print(f"  2/9 = {2 / 9:.4f}")
print(f"  1+(2/9)zeta^2 at zeta = 0.5: {1 + 2 / 9 * 0.25:.5f}")

undoubled = 2 * (-C * (n_gas / 2) ** (4 / 3)) / n_gas
assert abs(undoubled / direct[0] - 2 ** (-1 / 3)) < 1e-6
print(f"  mistake (no doubling), zeta = 0: factor "
      f"{undoubled / direct[0]:.5f} instead of 1")

# --- Hydrogen atom: exact one-electron density, zeta = 1 everywhere ---
x, wx = np.polynomial.legendre.leggauss(200)
r = 15 * (x + 1)
volume = 15 * wx * 4 * np.pi * r ** 2
n_h = np.exp(-2 * r) / np.pi
electrons = np.sum(volume * n_h)
assert abs(electrons - 1) < 1e-10
lda_h = -C * np.sum(volume * n_h ** (4 / 3))
lsda_h = lda_h * spin_factor(1.0)
per_electron = libxc.eval_xc("LDA,", np.array([n_h, 0 * n_h]), spin=1)[0]
lsda_libxc = np.sum(volume * n_h * np.ravel(per_electron))
assert abs(lsda_h - lsda_libxc) < 1e-6
enclosed = np.array([quad(lambda s: 4 * s ** 2 * np.exp(-2 * s), 0, b)[0]
                     for b in r])
hartree_h = np.sum(volume * n_h * enclosed / r)
exact_h = -hartree_h
assert abs(exact_h + 5 / 16) < 1e-7
assert abs(lda_h + 81 / 256 * 3 ** (1 / 3) * np.pi ** (-2 / 3)) < 1e-8
assert exact_h < lsda_h < lda_h
print("Hydrogen atom, exact density, exchange energy in hartree")
print(f"  LDA without spin = {lda_h:.5f}")
print(f"  spin-scaled LDA  = {lsda_h:.5f} (libxc: {lsda_libxc:.5f})")
print(f"  exact (minus Hartree energy) = {exact_h:.5f}")
print(f"  error without spin = {100 * (1 - lda_h / exact_h):.1f} %")
print(f"  error spin-scaled  = {100 * (1 - lsda_h / exact_h):.1f} %")
print(f"  spin-scaled LDA = {lsda_h * HARTREE_EV:.3f} eV, "
      f"exact = {exact_h * HARTREE_EV:.3f} eV")
print("OK")
```

It prints:

```
Lattice test of spin scaling (2 up, 1 down electron, model units)
  E_x[n_up,n_dn] from wavefunction = -1.225833
  E_x[2n_up] = -1.673304, E_x[2n_dn] = -0.778363
  half the sum = -1.225833
Uniform gas: r_s = 2.0 bohr, n = 0.029842 bohr^-3
  C = 0.738559 hartree bohr
  k unpolarized = 0.95958, polarized = 1.20899 bohr^-1
  zeta, F formula, e_x formula, e_x quadrature (hartree/electron)
  0.00  1.00000  -0.22908  -0.22908
  0.25  1.01397  -0.23228  -0.23228
  0.50  1.05696  -0.24213  -0.24213
  0.75  1.13318  -0.25959  -0.25959
  1.00  1.25992  -0.28863  -0.28863
  ratio polarized/unpolarized, quadrature = 1.25992
  2^(1/3) = 1.25992
  e_x unpolarized = -6.234 eV/electron
  e_x polarized   = -7.854 eV/electron
  gain on polarizing = 1.620 eV/electron
  (F-1)/zeta^2 at zeta = 0.2, quadrature = 0.2231
  2/9 = 0.2222
  1+(2/9)zeta^2 at zeta = 0.5: 1.05556
  mistake (no doubling), zeta = 0: factor 0.79370 instead of 1
Hydrogen atom, exact density, exchange energy in hartree
  LDA without spin = -0.21274
  spin-scaled LDA  = -0.26804 (libxc: -0.26804)
  exact (minus Hartree energy) = -0.31250
  error without spin = 31.9 %
  error spin-scaled  = 14.2 %
  spin-scaled LDA = -7.294 eV, exact = -8.504 eV
OK
```
